# Finite-temperature gap shift from Fan and Debye-Waller terms, derived twice

## Second derivation: the pole of the propagator

The first half used levels $E_n$ with occupations $f_n=0$ or $1$, coordinates $x_\nu=b_\nu+b_\nu^\dagger$, linear couplings $g^\nu_{nm}$ and quadratic couplings $h^{\nu\mu}_{nm}$. With $D_{nm}=E_n-E_m$, $s_m=1-2f_m$ and Bose number $N_\nu$, it found

$$
\begin{aligned}
\Delta E_n^{\rm DW}&=\tfrac12\sum_\nu h^{\nu\nu}_{nn}(2N_\nu+1),\\
\Delta E_n^{\rm Fan}&=\sum_{\nu m}|g^\nu_{nm}|^2
\left[\frac{N_\nu+1}{D_{nm}-s_m\hbar\omega_\nu}
+\frac{N_\nu}{D_{nm}+s_m\hbar\omega_\nu}\right].
\end{aligned}
$$

The gap shift is the conduction-edge shift minus the valence-edge shift. The same result can be found without comparing charged crystals, by following one electron operator in time.

### Equations of motion

For ${\rm Im}\,z>0$ define

$$
\langle\!\langle A;B\rangle\!\rangle_z
=-\frac i\hbar\int_0^\infty dt\,e^{izt/\hbar}
\langle A(t)B(0)+B(0)A(t)\rangle ,
$$

with the thermal average taken in the neutral crystal. Integrating by parts and using $dA/dt=-(i/\hbar)[A,H]$ gives

$$
z\langle\!\langle A;B\rangle\!\rangle_z
=\langle AB+BA\rangle+\langle\!\langle[A,H];B\rangle\!\rangle_z .
$$

Set $B=c_n^\dagger$ throughout. Since $[c_n,c_p^\dagger c_q]=\delta_{np}c_q$, the operator $c_n$ obeys

$$
[c_n,H]=E_nc_n+\sum_{\nu m}g^\nu_{nm}c_mx_\nu
+\tfrac12\sum_{\nu\mu m}h^{\nu\mu}_{nm}c_mx_\nu x_\mu .
$$

In the last term $h$ is already of second order, so the phonon product may be replaced by its uncoupled average $\delta_{\nu\mu}(2N_\nu+1)$. Its diagonal part is the Debye-Waller shift.

The linear term needs the propagators of $c_mb$ and $c_mb^\dagger$, where the mode index is again dropped. From $[b,x]=1$,

$$
\begin{aligned}
[c_mb,H]={}&(E_m+\hbar\omega)c_mb+\sum_qg_{mq}c_qxb\\
&+\sum_{pq}g_{pq}c_m(c_p^\dagger c_q-f_p\delta_{pq})+\cdots .
\end{aligned}
$$

The dots contain $h$ and would enter the final equation beyond second order. To leading order $\langle xb\rangle=\langle b^\dagger b\rangle=N$. In the electron product, the average $\langle c_p^\dagger c_q\rangle=f_p\delta_{pq}$ cancels against the subtraction. The other average, $\langle c_mc_p^\dagger\rangle=(1-f_m)\delta_{mp}$, leaves $(1-f_m)g_{mq}c_q$. The equal-time term is $\delta_{mn}\langle b\rangle$, which vanishes to first order because there is no net force. Thus

$$
(z-E_m-\hbar\omega)\langle\!\langle c_mb\rangle\!\rangle
=(N+1-f_m)\sum_qg_{mq}\langle\!\langle c_q\rangle\!\rangle .
$$

For $c_mb^\dagger$ the phonon energy changes sign, $[b^\dagger,x]=-1$, and $\langle xb^\dagger\rangle=N+1$. The coefficient is now $N+1-(1-f_m)=N+f_m$, so

$$
(z-E_m+\hbar\omega)\langle\!\langle c_mb^\dagger\rangle\!\rangle
=(N+f_m)\sum_qg_{mq}\langle\!\langle c_q\rangle\!\rangle .
$$

Insert both into the equation for $c_n$. Terms with $q\ne n$ mix different levels through second-order quantities, and for a nondegenerate edge they move its energy at fourth order. The diagonal equation is $[z-E_n-\Sigma_n(z)]\langle\!\langle c_n\rangle\!\rangle=1$, with the self-energy

$$
\Sigma_n(z)=\Delta E_n^{\rm DW}+\sum_{\nu m}|g^\nu_{nm}|^2
\left[\frac{N_\nu+1-f_m}{z-E_m-\hbar\omega_\nu}
+\frac{N_\nu+f_m}{z-E_m+\hbar\omega_\nu}\right].
$$

The pole lies at $z=E_n+\Sigma_n(z)$. Since $\Sigma_n$ is already second order, $z$ may be set to $E_n$ inside it. For $f_m=0$ the numerators are $N+1$ and $N$; for $f_m=1$ they are $N$ and $N+1$. These are the two cases of the Fan formula, with $s_m=+1$ and $-1$.

### What each derivation assumes

Both derivations require weak coupling, harmonic modes and a nondegenerate edge. They differ in how they treat thermal fluctuations and resonances.

The free-energy derivation gives every phonon state its own energy and averages afterwards. It holds for a few modes as well as for many, provided the electronic configurations can be followed as the coupling is switched on. It shows directly that the filled-level term comes from transitions blocked or opened by the added charge. Its weak point is an infinite crystal. An electron at the conduction edge with $N$ phonons can have the same energy as an electron higher in the band with $N-1$ phonons, and the labelled level then no longer exists as a discrete state.

The propagator derivation handles that case. Approaching the real axis from above turns a resonant denominator into a principal value plus an imaginary part. The principal value shifts the level; the imaginary part gives it a width through real phonon absorption. At the band edges, zero-temperature emission has no such resonance.

The price is that averages were inserted before the pole was found. With few modes, the spectrum consists of separate lines for different phonon numbers. If one quantum of mode $\nu$ moves the level by $\epsilon_\nu$, the variance of the line position is $\sum_\nu\epsilon_\nu^2N_\nu(N_\nu+1)$, since $N_\nu(N_\nu+1)$ is the thermal variance of a phonon number. For an extended state in a crystal of $N_c$ cells, a mode away from resonance has $\epsilon_\nu$ of order $1/N_c$, and the number of modes is proportional to $N_c$. The variance from these modes then falls as $1/N_c$, so they can be described by a single averaged pole. Modes close to resonance have no separately labelled lines; their effect is the principal value and width described above. With few modes the formula gives instead the mean position of the lines that leave the phonon numbers unchanged, without the weak sidebands in which phonons are created or absorbed.

### Temperature dependence

For a single phonon frequency, the common-denominator form of the Fan term gives

$$
\Delta E_g(T)=A(2N+1)+B .
$$

Here $A$ contains the Debye-Waller term and the part of the Fan term proportional to $D$; $B$ contains the part proportional to $s\hbar\omega$. The zero-point renormalization is $A+B$, and the further thermal change is $2AN$.

At high temperature put $y=\hbar\omega/k_BT$. From $N=1/y-1/2+y/12+\cdots$ follows $2N+1=2/y+y/6+\cdots$, so

$$
\Delta E_g(T)\simeq B+\frac{2Ak_B}{\hbar\omega}T .
$$

Extrapolating this line to $T=0$ gives the static gap plus $B$. It gives the static gap itself when $B$ vanishes, as in the adiabatic limit. High temperature alone does not produce that limit, because raising $T$ leaves $\hbar\omega$ in the denominators of $A$.

### A crystal with one vibrating atom per cell

Consider a one-dimensional crystal of period $a=3$ Å. A light atom at the origin of each cell attracts electrons with the potential $v(r)=-10\,{\rm eV}\,\exp(-r^2/2w^2)$, where $w=0.5$ Å. A heavy atom at $a/2$ repels them with a Gaussian of the same width and height 2 eV, and is held fixed. Each light atom is an independent oscillator of mass $M=10$ u and quantum 80 meV. These round parameters describe no particular material.

The lowest band is filled. Diagonalization with 25 plane waves per wave vector gives a static gap of 5.881 eV at the zone boundary, where both edges lie.

The displacement of atom $j$ is $u_j=u_0x_j$, with

$$
u_0^2=\frac{\hbar^2}{2M\hbar\omega}
=\frac{2.09\times10^{-4}\ {\rm eV\,Å^2}}{0.080\ {\rm eV}}
=2.61\times10^{-3}\ {\rm Å^2},
$$

or 0.051 Å root mean square at zero temperature. Expanding $v(r-u_j)$ gives $g^j=-u_0v'$ and $h^{jj}=u_0^2v''$. Bloch states spread over $N_c$ cells, so a one-atom matrix element is $\mathcal F/N_c$, with $\mathcal F$ calculated from cell-normalized states. Summing $|g|^2$ over the $N_c$ atoms leaves $u_0^2|\mathcal F|^2/N_c$, an average over final wave vectors.

Each edge state is even or odd about the light atom, while $v'$ is odd, so the diagonal coupling vanishes. Near the edge $\mathcal F$ is linear and $D$ quadratic in the wave-vector difference. The adiabatic ratio $|\mathcal F|^2/D$ therefore stays finite. This relies on the short range of the model coupling. In a three-dimensional polar crystal the long-range optical coupling grows as the inverse of the wave-vector difference, the adiabatic sum at an edge diverges, and the phonon energy must be kept.

The average was taken over 4000 wave vectors placed midway between mesh points, so that the edge itself was not sampled. For absorption, $1/X$ was replaced by $X/(X^2+\eta^2)$. Twice the result for $\eta=4$ meV minus that for 8 meV removes the error linear in $\eta$. At zero temperature the shifts in meV are:

| Edge | Fan | Debye-Waller | Sum |
|---|---:|---:|---:|
| Conduction | 9.9 | −13.1 | −3.2 |
| Valence | −10.8 | 18.3 | 7.5 |

Subtracting the valence row from the conduction row gives $20.7-31.4=-10.7$ meV for the gap.

The Fan part has two competing pieces. Final states across the gap contribute $11.2-(-12.3)=23.5$ meV. They push the edges apart, because a filled level below $c$ has $D>0$ and an empty level above $v$ has $D<0$, with $|D|>\hbar\omega$ in both cases. Final states on the same side contribute $-1.32-1.43=-2.75$ meV. At zero temperature their denominators are negative for the conduction edge and positive for the valence edge, so they close the gap.

The adiabatic sum gives −11.3 meV, 0.6 meV more closing than the full result. Retaining the phonon energy weakens both Fan pieces at zero temperature. The direction of the net change shows that the weakening of the same-side piece is the larger.

The temperature coefficients are $A=-10.75$ meV and $B=0.09$ meV. At 900 K, $N=0.554$, and

$$
\Delta E_g=-10.75(2\times0.554+1)+0.09=-22.6\ {\rm meV}.
$$

| $T$ (K) | Fan (meV) | Debye-Waller (meV) | Total (meV) | Gap (eV) |
|---:|---:|---:|---:|---:|
| 0 | 20.7 | −31.4 | −10.7 | 5.870 |
| 300 | 22.7 | −34.4 | −11.7 | 5.869 |
| 600 | 31.9 | −48.4 | −16.5 | 5.864 |
| 900 | 43.6 | −66.2 | −22.6 | 5.858 |

Between 0 and 300 K the gap moves by 1.0 meV, although the total correction at 300 K is 11.7 meV. A small observed change at low temperature therefore does not imply a small correction to a static-lattice calculation. The high-temperature slope is −0.023 meV/K. The adiabatic shift at 900 K is −23.8 meV, still 5 percent larger in magnitude than the full result, although the intercept $B$ is small. Here the phonon energy changes $A$ by 0.5 meV, more than the net value of $B$. The small $B$ is partly a cancellation: final states on the same side contribute about $+0.31$ meV and final states across the gap about $-0.23$ meV. A small intercept therefore does not show that the adiabatic limit has been reached.

For carrier statistics, suppose that all thermally occupied states near each edge shift with that edge. The intrinsic density then contains $\exp(-E_g/2k_BT)$. The value of $N$ at 900 K corresponds to $k_BT=77.6$ meV, and the correction multiplies the density by

$$
\exp\left(\frac{22.6}{2\times77.6}\right)=1.16
$$

relative to the static gap with the same densities of states. The Fan term alone would give $\exp(-43.6/155.2)=0.755$, a decrease instead of an increase.

### Why the separate terms are not separate observables

Move every atom, light and heavy, by the same small distance. The levels cannot change, yet the two terms do not vanish individually. For one electron with kinetic energy and a local potential $V$, let $p$ be the momentum. From $V'=(i/\hbar)[p,H]$ follows $V'_{mn}=(i/\hbar)(E_n-E_m)p_{mn}$, and therefore

$$
\sum_{m\ne n}\frac{|V'_{mn}|^2}{E_n-E_m}
=\frac1{\hbar^2}\sum_m(E_n-E_m)|p_{mn}|^2 .
$$

Taking the diagonal element of $V''=(i/\hbar)[p,V']$ and inserting the same matrix elements gives

$$
\tfrac12V''_{nn}=-\frac1{\hbar^2}\sum_m(E_n-E_m)|p_{mn}|^2 .
$$

The sum is zero. In the example, the valence edge has −8.09 eV/Å² from the Fan term and +8.09 eV/Å² from the Debye-Waller term for such a translation. If the electron coordinates were carried along with the atoms, both terms would be absent from the start. The division between Fan and Debye-Waller thus depends on the coordinates used, and a Fan term from one description cannot be combined with a Debye-Waller term from another.
